# Population relaxation among the six conduction valleys of silicon

Unstrained bulk silicon has six equivalent conduction valleys, centred on the $\pm x$, $\pm y$ and $\pm z$ axes of $k$ space. An electron changes valley by absorbing or emitting a phonon. A **g process** takes it to the opposite valley on the same axis, and an **f process** takes it to a valley on another axis. Let $g$ be the rate per electron into the single opposite valley, and $f$ the rate per electron into *each one* of the four valleys on the other axes. Let $n_i$ be the fraction of the electrons in valley $i$.

## Part (a): the rate matrix

**Question.** Write the rate equations in matrix form. State the assumptions that make the coefficients constant and the matrix symmetric.

**Answer.** Valley $+x$ loses electrons at the total rate $4f+g$ and gains them from the five others:

$$\dot n_{+x}=-(4f+g)\,n_{+x}+g\,n_{-x}+f\,(n_{+y}+n_{-y}+n_{+z}+n_{-z}).$$

The other five equations follow by relabelling. Together they read $\dot{\mathbf n}=M\mathbf n$ with

$$M=-(4f+g)\,I+f A_f+g A_g .$$

Here $A_g$ has a 1 for each opposite pair of valleys, $A_f$ has a 1 for each pair on different axes, and all other entries are 0.

The coefficients are constant if three conditions hold. The electrons inside each valley must keep a thermal energy distribution at a fixed temperature while the populations change, since scattering depends on energy. The phonon occupations must stay constant. The final states must also be almost empty, so that no blocking factor (one minus the occupation of the final state) enters. The matrix is symmetric because the valleys have equal energies and equal densities of states: detailed balance then makes the forward and backward rates equal. Each column sums to $-(4f+g)+4f+g=0$, so the number of electrons is conserved.

## Part (b): the relaxation rates

**Question.** Diagonalise $M$. Give each relaxation rate, its multiplicity and its physical meaning.

**Answer.** Exchanging $+$ and $-$ on one axis leaves $M$ unchanged, so pair differences and pair sums evolve separately.

*Pair differences.* Take $d_x=n_{+x}-n_{-x}$. Both valleys receive the same f-type inflow, which cancels in the difference:

$$\dot d_x=-(4f+g)d_x+g(n_{-x}-n_{+x})=-(4f+2g)\,d_x .$$

The same holds for $y$ and $z$, so the rate $4f+2g$ occurs three times. The factor 2 arises because each g transfer lowers one population and raises the other.

*Pair sums.* Let $S_x=n_{+x}+n_{-x}$, and likewise $S_y$, $S_z$. Adding the equations for $\pm x$ gives

$$\dot S_x=-(4f+g)S_x+gS_x+2f(S_y+S_z)=-4fS_x+2f(S_y+S_z).$$

The factor 2 counts the two valleys that receive electrons. With $S_x+S_y+S_z=1$ this becomes

$$\dot S_x=-4fS_x+2f(1-S_x)=-6f\left(S_x-\tfrac13\right).$$

Three deviations $S-\tfrac13$ that add to zero contain two independent ones, so the rate $6f$ occurs twice. The rate $g$ is absent because transfer within a pair cannot change its sum. The uniform population is stationary and supplies the rate 0. The six modes are therefore accounted for, and

$$\boxed{\det(\lambda I-M)=\lambda\,(\lambda+6f)^2\,(\lambda+4f+2g)^3 .}$$

The trace agrees: $-2(6f)-3(4f+2g)=-24f-6g=-6(4f+g)$.

If $f=0$, the three pair sums are separately conserved and the rate 0 occurs three times. If $g=0$, differences still decay, at $4f$, because electrons leave for other axes. If $f=g$, all five non-zero rates equal $6f$. If instead $F=4f$ denotes the *total* f rate out of a valley, the same results read $\tfrac32F$ and $F+2g$.

## Part (c): all electrons start in one valley

**Question.** At $t=0$ all electrons are in $+x$, thermally distributed in energy. Find the populations. Does $n_{-x}$ ever exceed its equilibrium value? Which rate governs the anisotropy of the average inverse mass?

**Answer.** Order the valleys as $(+x,-x,+y,-y,+z,-z)$ and split the initial vector into modes:

$$(1,0,0,0,0,0)=\tfrac16(1,1,1,1,1,1)+\tfrac16(2,2,-1,-1,-1,-1)+\tfrac12(1,-1,0,0,0,0).$$

Write $a=6f$ and $b=4f+2g$. Each mode decays at its own rate, so

$$n_{\pm x}=\tfrac16+\tfrac13e^{-at}\pm\tfrac12e^{-bt},\qquad n_{\text{other}}=\tfrac16\left(1-e^{-at}\right).$$

For the opposite valley,

$$\dot n_{-x}=\tfrac b2e^{-bt}-\tfrac a3e^{-at},$$

which starts at $b/2-a/3=g$, as direct transfer requires. For $f>0$ it vanishes when

$$e^{(b-a)t}=\frac{3b}{2a}=\frac{12f+6g}{12f}=1+\frac{g}{2f}.$$

Since $b-a=2(g-f)$, the stationary point is

$$t_*=\frac{\ln\left(1+g/2f\right)}{2(g-f)} .$$

The right side of the previous equation exceeds 1, so a positive solution exists only for $g>f$. In that case $n_{-x}$ rises to a maximum and then falls towards $\tfrac16$, so it overshoots. For $g\le f$ it rises steadily without overshoot.

Let $m_l$ and $m_t$ be the longitudinal and transverse masses. Opposite valleys have the same mass tensor, so only pair sums enter its average:

$$\left\langle \frac1m\right\rangle_{xx}-\left\langle \frac1m\right\rangle_{yy}=\left(\frac1{m_l}-\frac1{m_t}\right)(S_x-S_y).$$

From the solution, $S_x=\tfrac13+\tfrac23e^{-at}$ and $S_y=\tfrac13-\tfrac13e^{-at}$, so $S_x-S_y=e^{-at}$. The anisotropy decays at $6f$ alone. This concerns the inverse mass; a conductivity would also need the momentum relaxation times.

## Part (d): the rates from phonons

**Question.** For a phonon of energy $\hbar\omega$ and coupling constant $D$, the squared matrix element is $\hbar D^2/(2\rho V\omega)$ times $N$ for absorption or $N+1$ for emission. Here $\rho$ is the mass density, $V$ the volume and $N=1/(e^{\hbar\omega/kT}-1)$. Take parabolic ellipsoidal valleys and find the thermally averaged rate into one final valley.

**Answer.** Spin is conserved, so states of one spin are counted. An ellipsoid of energy $E$ has semi-axes $\sqrt{2m_lE}/\hbar$, $\sqrt{2m_tE}/\hbar$ and $\sqrt{2m_tE}/\hbar$. The number of states per volume below $E$ is

$$\frac{1}{(2\pi)^3}\frac{4\pi}{3}\frac{(2E)^{3/2}m_d^{3/2}}{\hbar^3},\qquad m_d=(m_lm_t^2)^{1/3}.$$

Its derivative is the density of states $m_d^{3/2}\sqrt E/(\sqrt2\,\pi^2\hbar^3)$. Mass anisotropy thus enters through $m_d$, provided $D$ does not depend on direction. The golden rule multiplies the squared matrix element by $2\pi/\hbar$ and by the final density of states:

$$W(E)=C\left[N\sqrt{E+\hbar\omega}+(N+1)\sqrt{E-\hbar\omega}\right],\qquad C=\frac{D^2m_d^{3/2}}{\sqrt2\,\pi\rho\hbar^3\omega},$$

with the second term present only for $E>\hbar\omega$.

The normalised thermal weight is $2\sqrt E\,e^{-E/kT}/[\sqrt\pi(kT)^{3/2}]$. In the emission average put $E=E'+\hbar\omega$. The integrand becomes that of absorption, with prefactor $(N+1)e^{-\hbar\omega/kT}=N$. Emission and absorption therefore contribute equally, and one integral is needed:

$$J=\int_0^\infty\sqrt{E(E+\hbar\omega)}\,e^{-E/kT}dE .$$

Let $z=\hbar\omega/2kT$ and $E+\hbar\omega/2=(\hbar\omega/2)\cosh u$. Then the root is $(\hbar\omega/2)\sinh u$, and

$$J=\left(\frac{\hbar\omega}{2}\right)^2e^z\int_0^\infty\sinh^2u\,e^{-z\cosh u}du=\left(\frac{\hbar\omega}{2}\right)^2\frac{e^zK_1(z)}{z}=\frac{\hbar\omega kT}{2}e^zK_1(z).$$

The integration by parts leaves $\int_0^\infty\cosh u\,e^{-z\cosh u}du$, which is the modified Bessel function $K_1(z)$. The averaged rate is $2CN\cdot2J/[\sqrt\pi(kT)^{3/2}]$. With $Ne^z=1/(2\sinh z)$,

$$r=\frac{D^2m_d^{3/2}}{\sqrt2\,\pi^{3/2}\rho\hbar^2\sqrt{kT}}\;\frac{K_1(z)}{\sinh z}.$$

For $kT\gg\hbar\omega$, $K_1\simeq1/z$ and $\sinh z\simeq z$, so $r\propto T^{3/2}$. For $kT\ll\hbar\omega$, $K_1\simeq\sqrt{\pi/2z}\,e^{-z}$ and $\sinh z\simeq e^z/2$. The powers of $T$ cancel and $r\propto e^{-\hbar\omega/kT}$: few phonons remain to be absorbed, and few electrons can emit.

## Part (e): numbers for bulk silicon

**Question.** Evaluate both relaxation rates at 300 K with these assumed inputs, which are only rough: $m_l=0.92\,m_0$, $m_t=0.19\,m_0$ ($m_0$ is the free-electron mass), $\rho=2.33$ g/cm³, and the phonons below. Describe the evolution of part (c).

| Type | Energy (meV) | $D$ ($10^8$ eV/cm) | $z$ |
|---|---:|---:|---:|
| f | 19 | 0.3 | 0.367 |
| f | 47 | 2.0 | 0.909 |
| f | 59 | 2.0 | 1.141 |
| g | 12 | 0.5 | 0.232 |
| g | 19 | 0.8 | 0.367 |
| g | 62 | 11.0 | 1.199 |

**Answer.** The masses give $m_d=0.321\,m_0$. Summing $r$ over the three phonons of each type gives

$$f=0.144\ \text{ps}^{-1},\qquad g=1.343\ \text{ps}^{-1}.$$

Hence

$$6f=0.864\ \text{ps}^{-1}=8.64\times10^{11}\ \text{s}^{-1},$$

$$4f+2g=0.576+2.687=3.263\ \text{ps}^{-1}=3.263\times10^{12}\ \text{s}^{-1}.$$

The relaxation times are 1.16 ps and 0.31 ps. These digits serve to follow the arithmetic; the parameters do not justify them. Raising every $D$ by 20% multiplies both rates by $1.2^2=1.44$, giving 1.24 and 4.70 ps$^{-1}$. Such a uniform change leaves $g/f$ fixed, but that ratio is itself uncertain, because the coupling sets used for silicon differ. Take f phonons of 18, 43 and 54 meV with $D=0.15$, 3.4 and 4.0, and g phonons of 12, 18 and 60 meV with $D=0.5$, 0.8 and 3.0 (same units). The same formula then gives $f=0.54$ and $g=0.37$ ps$^{-1}$. The two rates become 3.2 and 2.9 ps$^{-1}$, and since $g<f$ the constant-rate model shows no overshoot.

| $t$ (ps) | $n_{+x}$ | $n_{-x}$ | each other |
|---:|---:|---:|---:|
| 0.1 | 0.833 | 0.112 | 0.014 |
| 0.3 | 0.612 | 0.236 | 0.038 |
| 1.0 | 0.326 | 0.288 | 0.096 |
| 3.0 | 0.192 | 0.192 | 0.154 |

With the couplings of the table $g>f$, so the opposite valley overshoots in this constant-rate model. Its peak lies at $t_*=\ln(5.665)/2.399=0.72$ ps, where $n_{-x}=0.298$ against 0.167 in equilibrium. In the same model, the difference within the $x$ pair decays almost four times as fast as the excess of the pair over the other axes. Part (g) shows how far this depends on rapid thermalisation inside each valley.

With the same parameters but another temperature, $6f$ and $4f+2g$ are 0.0072 and 0.040 ps$^{-1}$ at 77 K, and 1.65 and 6.48 ps$^{-1}$ at 400 K.

## Part (f): unequal valleys

**Question.** Strain raises the $x$ pair by $\Delta$ above the other four valleys. Which relaxation rates replace those of part (b)? Evaluate the pair-sum rates for $\Delta=50$ meV at 300 K.

**Answer.** Let $f_u$ be the rate from a low valley into one $x$ valley, $f_d$ the reverse rate, and $f$ the unchanged rate between $y$ and $z$ valleys. Then

$$\dot S_x=-4f_dS_x+2f_u(1-S_x),$$

$$\dot S_y-\dot S_z=-(4f+2f_u)(S_y-S_z).$$

In the second line each low valley loses $2f+2f_u$ by f processes, and the return flow $2f$ between the $y$ and $z$ pairs adds another $2f$ to the decay of the difference. The pair-sum rates are therefore $4f_d+2f_u$ and $4f+2f_u$. The pair differences decay at $4f_d+2g$ for $x$, and at $2f+2f_u+2g$ for $y$ and $z$.

Numerical integration of the thermal average, with the final kinetic energy shifted by $\mp\Delta$ for upward and downward transfer, gives $f_u=0.055$ and $f_d=0.382$ ps$^{-1}$. Their ratio is $e^{-\Delta/kT}$, as detailed balance demands. The pair-sum rates become

$$4(0.382)+2(0.0552)=1.64\ \text{ps}^{-1},\qquad 0.576+2(0.0552)=0.69\ \text{ps}^{-1}.$$

The double rate of 0.864 ps$^{-1}$ has split widely. For $\Delta=5$ meV the two values are 0.90 and 0.84 ps$^{-1}$.

## Part (g): limits of the constant-rate model

**Question.** How far can the thermal-distribution assumption mislead? Compare the other assumptions with conditions in real silicon devices.

**Answer.** Take the opposite extreme: no energy exchange inside a valley, so that energy changes only in intervalley transitions. For one decaying mode, define $\tau$ as the time integral of its amplitude divided by its initial value. Detailed balance permits a symmetric positive rate operator $\Lambda$ in energy. If $s$ is the square root of the normalised thermal distribution, the constant-rate value is $s^T\Lambda s$, while $\tau=s^T\Lambda^{-1}s$. The Cauchy–Schwarz inequality gives

$$1=(s^Ts)^2\le(s^T\Lambda s)(s^T\Lambda^{-1}s).$$

Thus $\tau$ is never shorter than the constant-rate time. Linear energy exchange with the lattice inside a valley adds a non-negative operator that annihilates $s$. It leaves $s^T\Lambda s$ unchanged and cannot increase $\tau$, so the two extremes bracket the result for such exchange.

Solving the energy-resolved equation as a matrix problem with 1 meV cells up to 600 meV gives $\tau$ longer than the constant-rate time by factors of about 1.3 for pair sums and about 2.5 for pair differences. The pair-sum time is then only about 1.9 times the pair-difference time, instead of 3.8 times, and the overshoot of part (e) becomes smaller and later: $n_{-x}$ peaks at about 0.205 near 1.1 ps instead of 0.298 at 0.72 ps. In pair sums, g processes redistribute energy without changing the sum. They therefore act there like energy exchange inside a valley, and by the argument above they cannot lengthen $\tau$.

Acoustic phonons exchange energy inside a valley only slowly. For a deformation potential of 9 eV their energy relaxation time at 300 K is about 34 ps, much longer than the intervalley times. Including them lowers the two factors only from 1.28 and 2.54 to 1.27 and 2.45. Unless electron–electron collisions, which are not treated here, thermalise each valley quickly, silicon lies close to the extreme without energy exchange, and the table of part (e) overstates how fast the valleys equalise.

The other corrections are estimated as follows.

- **Band shape.** A nonparabolicity of 0.5 eV$^{-1}$ in the densities of states raises both rates by about 13%.
- **Field.** A rough heating estimate is $\tfrac23e\mu\mathcal E^2\tau_E/k$. With mobility $\mu=1400$ cm²/Vs, field $\mathcal E=0.001$ MV/cm and energy relaxation time $\tau_E=0.3$ ps, it gives 3.25 K and raises the rates by about 1%. At ten times the field the same formula gives about 325 K, so the weak-field treatment has failed. A drop of 1 V over 1 µm already produces that field, so the rates here do not describe a short transistor channel under normal drain bias.
- **Blocking.** With $10^{16}$ electrons per cm³ all in one valley, whose effective density of states is $4.6\times10^{18}$ cm$^{-3}$, the highest occupation is about 0.002. When the density approaches the latter value, the Maxwell–Boltzmann energy distribution used in part (d) fails as well, so the rates here do not apply to heavily doped source and drain regions.

In a transistor channel, strain and confinement can break the equivalence of the valleys. The 50 meV case shows that strain alone can change the rates strongly in this bulk model. Confinement also replaces the bulk density of states by subbands, so the numbers here should not be carried over to an inversion layer. Impurity-assisted transfer and wavefunction overlap factors are left out as well.

Numerical values quoted here were computed with a short program.
